# Work of separation and work of adhesion at a metal/oxide interface: a program that tests the result

```python
# RESULT UNDER TEST
# Frozen separation of a metal/oxide interface costs
#   W_sep = sum_s p_s(0) [E_s(inf) - E_s(0)] / A,
# with no chemical potential for a given interface. Equilibrium separation costs
#   W_ad = gamma_metal + gamma_oxide - gamma_interface,
# with dW_ad/dmu = (n_int - n_metal - n_oxide)/A, and
#   W_sep - W_ad = (kT/A) sum_s p_s(0) ln[p_s(0)/p_s(inf)] >= 0
# when the interface was equilibrated at the same mu.
# SYMBOLS: s = oxygen occupation of one column (metal-side, oxide-side site);
# p_s = population; E_s = energy; A = column area; n = mean oxygen number per
# column; mu = oxygen chemical potential relative to O2 gas at 1 bar and T;
# x = opening / decay length; tau = exchange attempts per decay length pulled.
# Energies are in eV per column unless a name or a label says J/m^2.
import numpy as np
from scipy.constants import k, e
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

temperature = 1200.0
kT = k * temperature / e
area_nm2 = 0.08
to_J = e / (area_nm2 * 1e-18)          # eV per column -> J/m^2
site_metal, site_oxide = -1.2, -0.6    # oxygen site energies on free surfaces
occupation = np.array([[0, 0], [1, 0], [0, 1], [1, 1]])
number = occupation.sum(axis=1)
energy_far = occupation @ np.array([site_metal, site_oxide])
binding = np.array([0.5, 0.7, 1.6, 0.2])   # E_s(inf) - E_s(0)
gamma_metal_clean, gamma_oxide_clean = 1.6, 1.2   # J/m^2


def energies(x):
    return energy_far - binding * (1 + x) * np.exp(-x)


def populations(x, mu):
    phi = energies(x) - number * mu
    weight = np.exp(-(phi - phi.min()) / kT)
    return weight / weight.sum()


def surface_energies(mu):
    """Equilibrium metal, oxide and interface energies in J/m^2."""
    metal = gamma_metal_clean - to_J * kT * np.log1p(np.exp((mu - site_metal) / kT))
    oxide = gamma_oxide_clean - to_J * kT * np.log1p(np.exp((mu - site_oxide) / kT))
    log_sum = np.logaddexp.reduce(-(energies(0.0) - number * mu) / kT)
    interface = gamma_metal_clean + gamma_oxide_clean - to_J * kT * log_sum
    return metal, oxide, interface


def work_adhesion(mu):
    metal, oxide, interface = surface_energies(mu)
    return metal + oxide - interface


def work_separation(mu_prepared):
    return to_J * populations(0.0, mu_prepared) @ binding


def coverages(mu):
    """Mean oxygen numbers: interface, metal surface, oxide surface."""
    return (populations(0.0, mu) @ number,
            expit((mu - site_metal) / kT), expit((mu - site_oxide) / kT))


def excess_balance(mu):
    interface, metal, oxide = coverages(mu)
    return interface - metal - oxide


def pull(mu_prepared, mu_gas, tau):
    """Mechanical work (J/m^2) from a master equation with gas exchange."""
    def generator(x, y=None):
        phi = energies(x) - number * mu_gas
        matrix = np.zeros((5, 5))
        for start in range(4):
            for end in range(4):
                if np.abs(occupation[start] - occupation[end]).sum() == 1:
                    rate = tau * expit(-(phi[end] - phi[start]) / kT)
                    matrix[end, start] += rate
                    matrix[start, start] -= rate
        matrix[4, :4] = binding * x * np.exp(-x)   # force of each composition
        return matrix
    start_vector = np.append(populations(0.0, mu_prepared), 0.0)
    run = solve_ivp(lambda x, y: generator(x) @ y, (0.0, 25.0), start_vector,
                    method="Radau", jac=generator, rtol=1e-7, atol=1e-9)
    assert run.success
    return to_J * run.y[4, -1]


mu_low, mu_mid, mu_high = -2.4, -1.4, -0.8
mu_table = [mu_low, -2.0, -1.7, mu_mid, -1.1, mu_high, -0.5]
fast, slow = 1e-6, 1e7

# Constant-mu force integral against the three equilibrium interfacial energies.
force_work = {}
for mu in mu_table:
    integral = quad(lambda x: populations(x, mu) @ binding * x * np.exp(-x),
                    0.0, 40.0, epsabs=1e-10, epsrel=1e-10, limit=300)[0]
    force_work[mu] = to_J * integral
    assert abs(force_work[mu] - work_adhesion(mu)) < 1e-7

# Gibbs adsorption slope against a finite difference.
for mu in mu_table:
    step = 1e-4
    slope = (work_adhesion(mu + step) - work_adhesion(mu - step)) / (2 * step)
    assert abs(slope - to_J * excess_balance(mu)) < 1e-4

# Fast and slow pulling, with preparation gas and pulling gas chosen separately.
pull_results = []
for prepared, gas in [(mu_mid, mu_low), (mu_mid, mu_mid), (mu_mid, mu_high),
                      (mu_low, mu_mid)]:
    quick, gentle = pull(prepared, gas, fast), pull(prepared, gas, slow)
    assert abs(quick - work_separation(prepared)) < 3e-4
    assert abs(gentle - force_work[gas]) < 3e-4
    pull_results.append((prepared, gas, quick, gentle))
# The ordering can reverse when preparation and pulling gases differ.
assert pull_results[3][2] < pull_results[3][3]

# Work falls from the frozen to the equilibrium limit as pulling slows.
tau_values = [fast, 0.1, 1.0, 10.0, 100.0, slow]
speed_work = [pull(mu_mid, mu_mid, tau) for tau in tau_values]
assert np.all(np.diff(speed_work) < 0)

# Gap identity: dynamical fast work minus force integral against relative entropy.
gap_entropy = {}
for mu in mu_table:
    near, far = populations(0.0, mu), populations(60.0, mu)
    gap_entropy[mu] = to_J * kT * np.sum(near * np.log(near / far))
    assert abs(work_separation(mu) - force_work[mu] - gap_entropy[mu]) < 1e-6
    assert gap_entropy[mu] > 0
assert abs(pull_results[1][2] - force_work[mu_mid] - gap_entropy[mu_mid]) < 3e-4
assert gap_entropy[mu_low] < 0.01

# Maximum of W_ad against the balance of oxygen excesses.
mu_balance = brentq(excess_balance, mu_mid, -0.5)
maximum = minimize_scalar(lambda mu: -work_adhesion(mu), bounds=(mu_mid, -0.5),
                          method="bounded", options={"xatol": 1e-9})
assert abs(maximum.x - mu_balance) < 1e-5


def particle_angle(mu):
    """Minimize the energy of a spherical cap of unit volume on flat oxide."""
    metal, oxide, interface = surface_energies(mu)

    def total(theta):
        c = np.cos(theta)
        radius = (3 / (np.pi * (1 - c)**2 * (2 + c)))**(1 / 3)
        return (metal * 2 * np.pi * radius**2 * (1 - c)
                + (interface - oxide) * np.pi * radius**2 * (1 - c * c))
    found = minimize_scalar(total, bounds=(0.05, np.pi - 0.05), method="bounded",
                            options={"xatol": 1e-10})
    return found.x


angles = {mu: particle_angle(mu) for mu in (mu_low, mu_mid)}
for mu, theta in angles.items():
    from_angle = surface_energies(mu)[0] * (1 + np.cos(theta))
    assert abs(from_angle - force_work[mu]) < 1e-5
gamma_m, gamma_o, gamma_i = surface_energies(mu_mid)
wrong_angle = np.arccos(work_separation(mu_mid) / gamma_m - 1)
assert angles[mu_mid] - wrong_angle > 0.5

print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"column area = {area_nm2:.2f} nm^2; 1 eV per column = {to_J:.4f} J/m^2")
print(f"oxygen site energy: metal {site_metal:.1f} eV, oxide {site_oxide:.1f} eV")
print(f"clean surface energies: metal {gamma_metal_clean:.1f}, "
      f"oxide {gamma_oxide_clean:.1f} J/m^2")
print("composition (metal-side, oxide-side): separation work")
for occ, w in zip(occupation, binding):
    print(f"  ({occ[0]},{occ[1]}): {w:.1f} eV = {w * to_J:.3f} J/m^2")
print("interface equilibrated at mu; n = oxygen atoms per column")
print("mu/eV  p(O2)/bar  n_int  n_metal n_oxide W_sep  W_ad   gap (J/m^2)")
for mu in mu_table:
    ni, nm, no = coverages(mu)
    print(f"{mu:5.1f}  {np.exp(2 * mu / kT):.2e}  {ni:.4f} {nm:.4f}  {no:.4f}  "
          f"{work_separation(mu):.4f} {force_work[mu]:.4f} {gap_entropy[mu]:.4f}")
print(f"populations at mu = {mu_mid} eV, order (0,0),(1,0),(0,1),(1,1):")
print("  interface:", " ".join(f"{p:.3e}" for p in populations(0.0, mu_mid)))
print("  separated:", " ".join(f"{p:.3e}" for p in populations(60.0, mu_mid)))
print(f"oxygen activity at mu = {mu_mid} eV: {np.exp(mu_mid / kT):.3e}")
balance = excess_balance(mu_mid)
print(f"n_int - n_metal - n_oxide there = {balance:.4f}")
print(f"W_ad slope there = {to_J * balance * kT * np.log(10) / 2:.4f} "
      "J/m^2 per decade of p(O2)")
print(f"maximum W_ad = {work_adhesion(mu_balance):.4f} J/m^2 at mu = "
      f"{mu_balance:.4f} eV, p(O2) = {np.exp(2 * mu_balance / kT):.2e} bar")
print("pulling: mu prepared, mu gas (eV); fast work, slow work (J/m^2)")
for prepared, gas, quick, gentle in pull_results:
    print(f"  {prepared:.1f}, {gas:.1f}; {quick:.4f}, {gentle:.4f}")
print(f"pulling-speed series, preparation and gas at mu = {mu_mid} eV")
for tau, work in zip(tau_values, speed_work):
    print(f"  tau = {tau:.0e} (dimensionless): work = {work:.4f} J/m^2")
print(f"at mu = {mu_mid} eV: gamma_metal = {gamma_m:.4f}, gamma_oxide = "
      f"{gamma_o:.4f}, gamma_interface = {gamma_i:.4f} J/m^2")
for mu, theta in angles.items():
    print(f"contact angle at mu = {mu} eV: {np.degrees(theta):.2f} degrees")
print(f"wrong angle from W_sep at mu = {mu_mid} eV: "
      f"{np.degrees(wrong_angle):.2f} degrees")
print("all assertions hold")
```

Output:

```
temperature = 1200 K, kT = 0.10341 eV
column area = 0.08 nm^2; 1 eV per column = 2.0027 J/m^2
oxygen site energy: metal -1.2 eV, oxide -0.6 eV
clean surface energies: metal 1.6, oxide 1.2 J/m^2
composition (metal-side, oxide-side): separation work
  (0,0): 0.5 eV = 1.001 J/m^2
  (1,0): 0.7 eV = 1.402 J/m^2
  (0,1): 1.6 eV = 3.204 J/m^2
  (1,1): 0.2 eV = 0.401 J/m^2
interface equilibrated at mu; n = oxygen atoms per column
mu/eV  p(O2)/bar  n_int  n_metal n_oxide W_sep  W_ad   gap (J/m^2)
 -2.4  6.93e-21  0.0012 0.0000  0.0000  1.0039 1.0016 0.0023
 -2.0  1.59e-17  0.0548 0.0004  0.0000  1.1169 1.0129 0.1040
 -1.7  5.26e-15  0.5134 0.0079  0.0000  2.0841 1.1489 0.9352
 -1.4  1.74e-12  0.9505 0.1263  0.0004  3.0060 1.5957 1.4103
 -1.1  5.76e-10  0.9971 0.7245  0.0079  3.1044 1.9460 1.1584
 -0.8  1.91e-07  0.9999 0.9795  0.1263  3.1100 1.9816 1.1284
 -0.5  6.31e-05  1.0011 0.9989  0.7245  3.1075 1.7468 1.3607
populations at mu = -1.4 eV, order (0,0),(1,0),(0,1),(1,1):
  interface: 4.952e-02 4.952e-02 9.010e-01 1.718e-07
  separated: 8.733e-01 1.262e-01 3.813e-04 5.513e-05
oxygen activity at mu = -1.4 eV: 1.319e-06
n_int - n_metal - n_oxide there = 0.8237
W_ad slope there = 0.1964 J/m^2 per decade of p(O2)
maximum W_ad = 1.9917 J/m^2 at mu = -0.9004 eV, p(O2) = 2.73e-08 bar
pulling: mu prepared, mu gas (eV); fast work, slow work (J/m^2)
  -1.4, -2.4; 3.0060, 1.0016
  -1.4, -1.4; 3.0060, 1.5957
  -1.4, -0.8; 3.0060, 1.9816
  -2.4, -1.4; 1.0039, 1.5957
pulling-speed series, preparation and gas at mu = -1.4 eV
  tau = 1e-06 (dimensionless): work = 3.0060 J/m^2
  tau = 1e-01 (dimensionless): work = 2.8157 J/m^2
  tau = 1e+00 (dimensionless): work = 2.1338 J/m^2
  tau = 1e+01 (dimensionless): work = 1.6815 J/m^2
  tau = 1e+02 (dimensionless): work = 1.6050 J/m^2
  tau = 1e+07 (dimensionless): work = 1.5957 J/m^2
at mu = -1.4 eV: gamma_metal = 1.5720, gamma_oxide = 1.1999, gamma_interface = 1.1762 J/m^2
contact angle at mu = -2.4 eV: 111.96 degrees
contact angle at mu = -1.4 eV: 89.14 degrees
wrong angle from W_sep at mu = -1.4 eV: 24.19 degrees
all assertions hold
```
